# Effective Permittivity of a Tilted Uniaxial Film Between Parallel Electrodes: test program

```python
"""
Result under test: a wide, uniform, single-domain uniaxial film between
parallel electrodes has effective relative permittivity
    eps_eff = n.eps.n = eps_ab*sin(theta)^2 + eps_c*cos(theta)^2,
whereas blocked lateral displacement gives
    1/eps_eff = n.eps^-1.n = sin(theta)^2/eps_ab + cos(theta)^2/eps_c.
n: electrode normal (z axis); theta: angle between optic axis c and n;
eps_c, eps_ab: relative permittivity along and across the optic axis.
The finite-element solver treats strips with insulated side walls (no normal
displacement there), and laterally periodic films made of several grains.
Material inputs are rough values typical of hexagonal boron nitride.
"""
import numpy as np
from scipy import constants as const
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

eps_c, eps_ab = 3.5, 7.0


def rotated_tensor(tilt, azimuth=0.0):
    """Rotate the principal-axis tensor; angles in radians."""
    c, s = np.cos(tilt), np.sin(tilt)
    ca, sa = np.cos(azimuth), np.sin(azimuth)
    about_y = np.array([[c, 0, s], [0, 1, 0], [-s, 0, c]])
    about_z = np.array([[ca, -sa, 0], [sa, ca, 0], [0, 0, 1]])
    rotation = about_z @ about_y
    return rotation @ np.diag([eps_ab, eps_ab, eps_c]) @ rotation.T


def tilt_law(tilt):
    return eps_ab * np.sin(tilt)**2 + eps_c * np.cos(tilt)**2


def blocked_law(tilt):
    return 1 / (np.sin(tilt)**2 / eps_ab + np.cos(tilt)**2 / eps_c)


def element_matrix(tensor):
    """Bilinear square element for the x-z block of the tensor."""
    mass = np.array([[2, 1], [1, 2]]) / 6
    stiff = np.array([[1, -1], [-1, 1]])
    slope = np.array([[-1, -1], [1, 1]]) / 2
    mixed = np.kron(slope.T, slope)
    return (tensor[0, 0] * np.kron(mass, stiff)
            + tensor[2, 2] * np.kron(stiff, mass)
            + tensor[0, 2] * (mixed + mixed.T))


def solve_film(grains, cells_per_grain, cells_high, periodic=False):
    """Effective permittivity from the field energy at unit voltage."""
    nx = cells_per_grain * len(grains)
    columns = nx if periodic else nx + 1
    ix, iz = np.meshgrid(np.arange(nx), np.arange(cells_high), indexing="ij")
    ix, iz = ix.ravel(), iz.ravel()
    right = (ix + 1) % columns
    nodes = np.stack([iz * columns + ix, iz * columns + right,
                      (iz + 1) * columns + ix,
                      (iz + 1) * columns + right], axis=1)
    matrices = np.array([element_matrix(g) for g in grains])
    values = matrices[ix // cells_per_grain]
    rows = np.repeat(nodes, 4, axis=1).ravel()
    cols = np.tile(nodes, (1, 4)).ravel()
    total = columns * (cells_high + 1)
    system = coo_matrix((values.ravel(), (rows, cols)),
                        shape=(total, total)).tocsr()
    potential = np.zeros(total)
    potential[-columns:] = 1.0
    free = np.arange(columns, total - columns)
    load = -(system @ potential)[free]
    potential[free] = spsolve(system[free][:, free].tocsc(), load)
    return potential @ (system @ potential) * cells_high / nx


# Wide film: subtracting two widths removes the contribution of the edges.
worst_wide = 0.0
for tilt_deg, azimuth_deg in [(0, 0), (30, 0), (60, 40), (75, 0), (90, 0)]:
    tensor = rotated_tensor(np.radians(tilt_deg), np.radians(azimuth_deg))
    short = solve_film([tensor], 6 * 16, 16)
    long = solve_film([tensor], 12 * 16, 16)
    interior = (12 * long - 6 * short) / 6
    error = abs(interior / tilt_law(np.radians(tilt_deg)) - 1)
    worst_wide = max(worst_wide, error)
# Remaining error: exponentially small coupling between the two edges.
assert worst_wide < 1e-4

# Narrow column: subtracting two heights removes the contribution of the ends.
worst_narrow = 0.0
for tilt_deg in (30, 60):
    tensor = rotated_tensor(np.radians(tilt_deg))
    low = solve_film([tensor], 16, 6 * 16)
    high = solve_film([tensor], 16, 12 * 16)
    inverse = (12 / high - 6 / low) / 6
    error = abs(inverse * blocked_law(np.radians(tilt_deg)) - 1)
    worst_narrow = max(worst_narrow, error)
assert worst_narrow < 1e-4

# Worked film
thickness_nm, voltage, tilt_deg = 10.0, 2.0, 30.0
tilt = np.radians(tilt_deg)
tensor = rotated_tensor(tilt)
eps_film, eps_blocked = tilt_law(tilt), blocked_law(tilt)
schur_gap = tensor[0, 2]**2 / tensor[0, 0]
assert abs(eps_film - eps_blocked - schur_gap) < 1e-12

# A twinned film must equal an insulated strip one grain wide.
strip = solve_film([tensor], 32, 32)
twins = solve_film([tensor, rotated_tensor(-tilt)], 32, 32, periodic=True)
assert abs(strip - twins) < 1e-8

# Grain-width dependence and mesh convergence
grain_results = []
for width_ratio, nx, nz in [(0.2, 32, 160), (1, 32, 32), (5, 160, 32)]:
    coarse = solve_film([tensor], nx, nz)
    fine = solve_film([tensor], 2 * nx, 2 * nz)
    grain_results.append((width_ratio, fine, fine - coarse))
largest_mesh_shift = max(abs(r[2]) for r in grain_results)
assert largest_mesh_shift < 5e-3
grain_eps = [r[1] for r in grain_results]
assert eps_blocked < grain_eps[0] < grain_eps[1] < grain_eps[2] < eps_film
edge_constant = 5 * (1 - grain_eps[2] / eps_film)

# Electric torque from the fields against the derivative of the co-energy
field = voltage / (thickness_nm * 1e-9)
field_vector = np.array([0, 0, field])
displacement = const.epsilon_0 * tensor @ field_vector
torque = np.cross(displacement, field_vector)[1]


def co_energy(angle):
    return 0.5 * const.epsilon_0 * (
        field_vector @ rotated_tensor(angle) @ field_vector)


step = 1e-4
torque_from_energy = (co_energy(tilt + step) - co_energy(tilt - step)) / (2 * step)
assert abs(torque_from_energy / torque - 1) < 1e-6

# Gaussian tilt spread for wide grains acting in parallel
spread_deg = 5.0
spread = np.radians(spread_deg)
points, weights = np.polynomial.hermite.hermgauss(20)
spread_mean = np.sum(weights * tilt_law(tilt + np.sqrt(2) * spread * points))
spread_mean /= np.sqrt(np.pi)
spread_formula = ((eps_ab + eps_c) / 2 - (eps_ab - eps_c) / 2
                  * np.cos(2 * tilt) * np.exp(-2 * spread**2))
assert abs(spread_mean - spread_formula) < 1e-10

# Effects outside the model, from rough inputs
screening_nm = 0.05
screening_loss = 1 - 1 / (1 + 2 * screening_nm * eps_film / thickness_nm)
device_width_nm = 1000.0
edge_loss = edge_constant * thickness_nm / device_width_nm
shear_modulus = 5e9
torque_turn_deg = np.degrees(torque / shear_modulus)
breakdown_c, breakdown_ab = 10.0, 3.0
field_mv_cm = field / 1e8
thermal_coefficient, hot_temperature = 1e-4, 400.0
thermal_drift = thermal_coefficient * (hot_temperature - 300)

barrier, mass_ratio = 3.0, 0.3
# Vacuum image lowering exceeds the lowering inside a dielectric.
lowering = np.sqrt(const.e * field / (4 * np.pi * const.epsilon_0))
low_barrier = barrier - lowering
depth = (np.arange(2000) + 0.5) * 5 / 2000
position = (np.arange(400) + 0.5) / 400
height = low_barrier + depth[:, None] - voltage * position[None, :]
assert height.min() > 0
kappa = np.sqrt(2 * mass_ratio * const.m_e * const.e * height) / const.hbar
transmission = np.exp(-2 * kappa.mean(axis=1) * thickness_nm * 1e-9)
supply = np.minimum(depth, voltage)
tunnel_current = (const.e * const.m_e / (2 * np.pi**2 * const.hbar**3)
                  * const.e**2 * np.sum(transmission * supply) * 5 / 2000) / 1e4
richardson = 4 * np.pi * const.e * const.m_e * const.k**2 / const.h**3
thermionic_current = richardson * hot_temperature**2 * np.exp(
    -low_barrier * const.e / (const.k * hot_temperature)) / 1e4

print(f"permittivity along c (rough input): {eps_c:.1f}")
print(f"permittivity in layers (rough input): {eps_ab:.1f}")
print(f"thickness: {thickness_nm:.0f} nm; voltage: {voltage:.0f} V")
print(f"field: {field_mv_cm:.2f} MV/cm")
oxide_eps = 3.9
print(f"SiO2 permittivity for EOT (rough input): {oxide_eps:.1f}")
print("tilt deg | eps_eff | blocked eps | C uF/cm2 | EOT nm")
for angle_deg in (0, 30, 45, 60, 90):
    angle = np.radians(angle_deg)
    eps = tilt_law(angle)
    capacitance = const.epsilon_0 * eps / (thickness_nm * 1e-9) * 100
    eot = oxide_eps * thickness_nm / eps
    print(f"{angle_deg:3d} | {eps:.3f} | {blocked_law(angle):.3f} | "
          f"{capacitance:.4f} | {eot:.2f}")
print(f"tilt of worked film: {tilt_deg:.0f} deg")
print(f"tensor xx, zz, xz: {tensor[0,0]:.3f}, {tensor[2,2]:.3f}, {tensor[0,2]:.3f}")
print(f"eps_xz^2/eps_xx: {schur_gap:.3f}")
print(f"electrode charge: {displacement[2]*100:.4f} uC/cm2")
print(f"lateral displacement: {displacement[0]*100:.4f} uC/cm2")
lean = np.degrees(np.arctan2(abs(displacement[0]), displacement[2]))
print(f"angle of D from normal: {lean:.2f} deg")
slope_per_degree = (eps_ab - eps_c) * np.sin(2 * tilt) * np.pi / 180
print(f"slope of eps_eff: {slope_per_degree:.4f} per deg")
print(f"largest relative error, wide-film test: {worst_wide:.1e}")
print(f"largest relative error, narrow-column test: {worst_narrow:.1e}")
print(f"twinned film minus insulated strip: {abs(twins-strip):.1e}")
print("twin grain width nm | eps_eff | shift on halving mesh")
for ratio, eps, shift in grain_results:
    print(f"{ratio*thickness_nm:.0f} | {eps:.3f} | {shift:.1e}")
print(f"fine-twin loss of capacitance: {100*(1-eps_blocked/eps_film):.2f} %")
print(f"edge constant (loss times width/thickness): {edge_constant:.3f}")
print(f"insulated-edge loss at {device_width_nm:.0f} nm width: {100*edge_loss:.3f} %")
print(f"screening length per metal (rough input): {screening_nm:.2f} nm")
print(f"metal-screening loss: {100*screening_loss:.2f} %")
print(f"tilt spread (input): {spread_deg:.0f} deg")
print(f"tilt-spread change: {100*(spread_mean/eps_film-1):.2f} %")
print(f"breakdown along c, in layers (rough): {breakdown_c:.0f}, {breakdown_ab:.0f} MV/cm")
print(f"field along c: {field_mv_cm*np.cos(tilt):.2f} MV/cm")
print(f"field in layers: {field_mv_cm*np.sin(tilt):.2f} MV/cm")
print(f"upright layers, field/breakdown: {field_mv_cm/breakdown_ab:.2f}")
print(f"barrier, mass ratio (rough): {barrier:.1f} eV, {mass_ratio:.1f}")
print(f"image lowering, vacuum bound: {lowering:.3f} eV")
print(f"direct tunnelling current: {tunnel_current:.0e} A/cm2")
print(f"thermionic current at {hot_temperature:.0f} K: {thermionic_current:.0e} A/cm2")
print(f"thermal coefficient (assumed): {thermal_coefficient:.0e} per K")
print(f"permittivity drift 300 to 400 K: {100*thermal_drift:.1f} %")
print(f"torque density: {torque/1e6:.3f} MPa")
print(f"shear modulus (rough input): {shear_modulus/1e9:.0f} GPa")
print(f"axis rotation by torque: {torque_turn_deg:.4f} deg")
print("all assertions hold")
```

Output:

```
permittivity along c (rough input): 3.5
permittivity in layers (rough input): 7.0
thickness: 10 nm; voltage: 2 V
field: 2.00 MV/cm
SiO2 permittivity for EOT (rough input): 3.9
tilt deg | eps_eff | blocked eps | C uF/cm2 | EOT nm
  0 | 3.500 | 3.500 | 0.3099 | 11.14
 30 | 4.375 | 4.000 | 0.3874 | 8.91
 45 | 5.250 | 4.667 | 0.4648 | 7.43
 60 | 6.125 | 5.600 | 0.5423 | 6.37
 90 | 7.000 | 7.000 | 0.6198 | 5.57
tilt of worked film: 30 deg
tensor xx, zz, xz: 6.125, 4.375, -1.516
eps_xz^2/eps_xx: 0.375
electrode charge: 0.7747 uC/cm2
lateral displacement: -0.2684 uC/cm2
angle of D from normal: 19.11 deg
slope of eps_eff: 0.0529 per deg
largest relative error, wide-film test: 1.1e-09
largest relative error, narrow-column test: 1.1e-09
twinned film minus insulated strip: 2.7e-13
twin grain width nm | eps_eff | shift on halving mesh
2 | 4.032 | -6.8e-05
10 | 4.160 | -3.7e-04
50 | 4.326 | -8.9e-05
fine-twin loss of capacitance: 8.57 %
edge constant (loss times width/thickness): 0.056
insulated-edge loss at 1000 nm width: 0.056 %
screening length per metal (rough input): 0.05 nm
metal-screening loss: 4.19 %
tilt spread (input): 5 deg
tilt-spread change: 0.30 %
breakdown along c, in layers (rough): 10, 3 MV/cm
field along c: 1.73 MV/cm
field in layers: 1.00 MV/cm
upright layers, field/breakdown: 0.67
barrier, mass ratio (rough): 3.0 eV, 0.3
image lowering, vacuum bound: 0.537 eV
direct tunnelling current: 4e-22 A/cm2
thermionic current at 400 K: 2e-24 A/cm2
thermal coefficient (assumed): 1e-04 per K
permittivity drift 300 to 400 K: 1.0 %
torque density: 0.537 MPa
shear modulus (rough input): 5 GPa
axis rotation by torque: 0.0062 deg
all assertions hold
```
